# How Flat, Coherent Free-Standing Layers Share Their Misfit Strain, part 1

(Sections cited here and not found follow in the second part.)

## First half: two materials in a flat membrane

### What a wrong division costs

Take a free-standing membrane with 3 nm of MgO, 2 nm of FeO and 3 nm of MgO, bonded row to row. FeO has the larger lattice, by about 2.4 percent. Suppose the membrane is treated like a thin film on a thick substrate, so that the FeO takes all the misfit. The MgO is then predicted to be free of stress, whereas the balance of forces between the layers, with surface stress left out, puts it under a tension of 1.4 GPa. The strain of the FeO and the stored elastic energy both come out 21 percent too large, relative to their values in the balanced membrane.

The opposite guess, that each material takes half the misfit, is worse for this membrane. It gives the FeO a compression of 0.012 where the balance gives 0.020. An estimate of whether the layers stay coherent inherits such an error, because the drive for dislocations is proportional to the stress.

What is needed is the rule by which a membrane with no outside support divides the misfit. For two materials the shares are inverse to biaxial modulus times thickness. The derivation shows what this rests on, and the second half shows where it stops.

### The body and the conventions

Each layer is a crystal with a relaxed in-plane lattice parameter $a_i$ and a relaxed thickness $h_i$. The layers are coherent: every lattice row continues across the interfaces, and there are no dislocations. The membrane is flat and wide compared with its thickness, and nothing pulls on its rim or presses on its faces. The elasticity is linear, and surface stress is left out until the second half.

The misfit of material 2 relative to material 1 is

$$f=\frac{a_2-a_1}{a_1}.$$

It is positive when material 2 has the larger lattice. The elastic strain $\varepsilon_i$ of a layer is measured from that layer's own relaxed state, and positive strain is tension.

The algebra is in atomic units. No physical constant appears in it, so the formulas keep their form in any consistent set of units. Numbers are given in nm for length, GPa for stress and eV/nm$^2$ for energy per area. A stress times a thickness is a force per width, and 1 GPa nm is 1 N/m.

### The simplest case

Let the two materials have equal stiffness and equal total thickness, and differ in lattice parameter alone. Cut the membrane by an imaginary plane normal to its surface. The part on one side of the cut is at rest, and its rim and faces are free, so the total force across the cut is zero. If $k$ is the force per width for unit strain, the same for both materials, then

$$k\varepsilon_1+k\varepsilon_2=0,\qquad\text{so}\qquad \varepsilon_2=-\varepsilon_1 .$$

Coherence requires the two materials to end at the same length. Material 1 must therefore stretch, and material 2 shrink, by amounts that together close the gap $f$:

$$\varepsilon_1-\varepsilon_2=f .$$

The solution is $\varepsilon_1=f/2$ and $\varepsilon_2=-f/2$. Two statements were used, one about force and one about length. The general case needs the same two, together with the correct $k$.

### The stiffness of one layer

Let the layer be a cubic crystal with its cube axes along $x$, $y$ and the surface normal $z$. It is strained equally in the plane, $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, without shear. The stresses are

$$\sigma_{xx}=(C_{11}+C_{12})\,\varepsilon+C_{12}\,\varepsilon_{zz},\qquad
\sigma_{zz}=2C_{12}\,\varepsilon+C_{11}\,\varepsilon_{zz}.$$

Nothing presses on the outer faces. Away from the rim the stress does not vary along $x$ or $y$, so equilibrium along $z$ reads $d\sigma_{zz}/dz=0$. Since $\sigma_{zz}$ vanishes at the faces, it vanishes in every layer. Hence

$$\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .$$

A layer stretched in the plane becomes thinner. Inserting this into $\sigma_{xx}$ gives

$$\sigma_{xx}=M\varepsilon,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

$M$ is the biaxial modulus. The same form $\sigma=M\varepsilon$ holds for any layer that is elastically isotropic in its plane, with its own value of $M$. For an isotropic solid with Young's modulus $E$ and Poisson ratio $\nu$, the in-plane law $\varepsilon=(\sigma-\nu\sigma)/E$ gives $M=E/(1-\nu)$.

The energy per volume is half the sum of stress times strain. The $x$ and $y$ directions contribute equally and the $z$ direction nothing, because $\sigma_{zz}=0$:

$$u=\tfrac12\left(M\varepsilon\cdot\varepsilon+M\varepsilon\cdot\varepsilon\right)=M\varepsilon^2 .$$

There is no factor one half in the result, since two directions are strained. The force per width carried by a layer and its energy per area are therefore

$$F_i=k_i\varepsilon_i,\qquad \frac{U_i}{A}=k_i\varepsilon_i^2,\qquad k_i=M_ih_i .$$

The product $k_i$ is what counts as the stiffness of a layer. A thin hard layer and a thick soft one are equivalent in this problem if their $k$ agree.

For the rough elastic constants used here, $C_{11}=300$ and $C_{12}=95$ GPa for MgO, the formula gives $M_1=300+95-2\cdot95^2/300=334.8$ GPa. For FeO, with 220 and 120 GPa, it gives $M_2=220+120-2\cdot120^2/220=209.1$ GPa. Inverting the full six-by-six stiffness matrix of each material, with equal stresses along $x$ and $y$ and no others, returns the same two moduli to rounding.

### Two unequal materials

Let $h_1$ and $h_2$ be the total thicknesses of the two materials, so that both MgO layers count in $h_1$. Layers of the same material in a flat, coherent membrane have the same final lattice parameter and the same relaxed one. They thus have the same strain, and their forces add.

Let $e$ be the common in-plane strain of the membrane, measured from the relaxed lattice of material 1. To first order in the misfit,

$$\varepsilon_1=e,\qquad \varepsilon_2=e-f .$$

The second relation says that material 2 would be relaxed at $e=f$ and is compressed when the membrane stays shorter than that. The force across a cut must vanish:

$$k_1e+k_2(e-f)=0 .$$

Collecting the terms in $e$ gives $(k_1+k_2)e=k_2f$. With $K=k_1+k_2$,

$$\boxed{\;\varepsilon_1=f\,\frac{k_2}{K},\qquad \varepsilon_2=f\,\frac{k_2}{K}-f=-f\,\frac{k_1}{K}\;}$$

The magnitudes stand in the ratio

$$\frac{|\varepsilon_1|}{|\varepsilon_2|}=\frac{k_2}{k_1}=\frac{1/k_1}{1/k_2}.$$

Each material takes a share inverse to its own $Mh$. The physical reason is that the two materials pull on each other with equal and opposite forces. Under equal forces, the one with the smaller $k$ deforms more.

### Limits

If $k_1=k_2$, each share is $f/2$, as in the simplest case.

If $k_1$ grows without bound at fixed $k_2$, then $\varepsilon_1\to0$ and $\varepsilon_2\to-f$. This is the film on a thick substrate. At finite $k_1$, that approximation overstates the film strain by the factor $f/|\varepsilon_2|=K/k_1=1+k_2/k_1$. Its relative error is thus $k_2/k_1$, which is small when the substrate has much the larger $Mh$.

If material 2 is very thin, its strain tends to $-f$, but the force it exerts tends to zero. In general the force per width carried by either material is

$$F=k_1\varepsilon_1=f\,\frac{k_1k_2}{K},$$

in tension in material 1 and in compression in material 2 when $f>0$. Since $k_1/K$ and $k_2/K$ are both below one, $F$ is smaller than $f$ times the smaller of the two $k$.

### The energy

The result can be reached a second way. For a given common strain $e$ the energy per area is

$$\frac{U(e)}{A}=k_1e^2+k_2(e-f)^2 .$$

Its derivative is $2k_1e+2k_2(e-f)$, which is twice the net force across a cut. Force balance and minimum energy are one condition here, and the second derivative $2K>0$ confirms the minimum. At the minimum,

$$\frac{U}{A}=k_1f^2\frac{k_2^2}{K^2}+k_2f^2\frac{k_1^2}{K^2}
=f^2\frac{k_1k_2(k_2+k_1)}{K^2}=f^2\,\frac{k_1k_2}{K}.$$

The two terms stand in the ratio $U_1:U_2=k_2:k_1$. The material with the smaller $k$ stores the larger part of the energy, in the same proportion as it takes the strain.

For a thick substrate, $k_1k_2/K\to k_2$ and the energy is $f^2k_2$, that of a film strained by the whole misfit. In another limit the two moduli are equal, $M_1=M_2=M$, and the total thickness $H=h_1+h_2$ is held fixed. Then

$$\frac{U}{A}=f^2M\,\frac{h_1h_2}{H}=f^2M\,\frac{H^2-(h_1-h_2)^2}{4H}.$$

This vanishes when either material is absent, as it must, and is largest at $h_1=h_2$.

### The membrane worked out

With the rough lattice parameters 0.42 nm for MgO and 0.43 nm for FeO,

$$f=\frac{0.43-0.42}{0.42}=0.0238 .$$

The stiffnesses are $k_1=334.8\times6=2009$ N/m and $k_2=209.1\times2=418$ N/m, with the sum $K=2427$ N/m. The strains follow:

$$\varepsilon_1=0.0238\times\frac{418}{2427}=0.0041,\qquad
\varepsilon_2=-0.0238\times\frac{2009}{2427}=-0.0197 .$$

The MgO is stretched by 0.4 percent and the FeO compressed by 2.0 percent. The stresses are $M_1\varepsilon_1=1.37$ GPa and $M_2\varepsilon_2=-4.12$ GPa. Multiplied by the thicknesses of 6 and 2 nm, both give a force of 8.2 N/m, with opposite signs.

The stored energy is

$$\frac{U}{A}=0.02381^2\times\frac{2009\times418.2}{2427}\ \text{N/m}=1.22\ \text{eV/nm}^2,$$

or 0.196 J/m$^2$. The FeO is a quarter of the thickness and holds $k_1/K=83$ percent of the energy.

The derivation assumed equal strain along $x$ and $y$ and eliminated the normal strain by hand. A numerical minimization for this membrane left both in-plane strains and the normal strain of each of the three layers free. It returned equal strains along $x$ and $y$, together with the layer strains, the energy and the division of energy given by the formulas, to better than one part in a billion.

### A misfit that is not infinitesimal

The relation $\varepsilon_2=e-f$ mixes two reference lengths. The strain of material 2 should be referred to $a_2$, while $e$ and $f$ are referred to $a_1$. The difference is of second order in $f$, and it can be found in closed form.

Coherent layers have the same number $N$ of unit cells in the plane. Let $a$ be their common lattice parameter, so that $\varepsilon_i=(a-a_i)/a_i$. The relaxed area of layer $i$ is $Na_i^2$. If its energy stays quadratic in $\varepsilon_i$, it is

$$U_i=Na_i^2\,k_i\,\frac{(a-a_i)^2}{a_i^2}=N\,k_i\,(a-a_i)^2 .$$

The factors $a_i^2$ cancel. Setting the derivative of the sum to zero gives $k_1(a-a_1)+k_2(a-a_2)=0$, and hence

$$a=\frac{k_1a_1+k_2a_2}{K}.$$

The common lattice parameter is the mean of the relaxed ones, weighted by $k$. The strains are

$$\varepsilon_1=\frac{a-a_1}{a_1}=\frac{k_2}{K}\,\frac{a_2-a_1}{a_1}=f\,\frac{k_2}{K},$$

$$\varepsilon_2=\frac{a-a_2}{a_2}=-\frac{k_1}{K}\,\frac{a_2-a_1}{a_2}=-\frac{f}{1+f}\,\frac{k_1}{K},$$

where $a_2=(1+f)a_1$ was used in the last step. The strain of material 1 is unchanged, and that of material 2 gains the factor $1/(1+f)$. Within this quadratic model the inverse rule holds for the changes of length $a-a_i$ at any misfit. For the strains it holds to leading order in $f$.

In the membrane, $a=0.42+0.01\times418/2427=0.4217$ nm, and the FeO strain becomes $-0.0192$ instead of $-0.0197$. A direct numerical minimization of the cell energy gives the same lattice parameter and the same two strains. The correction is 2 percent of the FeO strain. The shift from surface stress, treated in the second half, is larger.

## Second half: more materials, bending, and the limits of the rule

### Symbols and results carried over

Layer $i$ has biaxial modulus $M_i$, relaxed thickness $h_i$ and stiffness $k_i=M_ih_i$, and $K$ is the sum of all $k_i$. Its elastic strain $\varepsilon_i$ is positive in tension. Its force per width is $k_i\varepsilon_i$ and its energy per area $k_i\varepsilon_i^2$. For two materials with misfit $f=(a_2-a_1)/a_1$, a flat membrane without load has, to first order in $f$,

$$\varepsilon_1=f\frac{k_2}{K},\qquad \varepsilon_2=-f\frac{k_1}{K},\qquad F=f\frac{k_1k_2}{K},\qquad \frac UA=f^2\frac{k_1k_2}{K},$$

where $F$ is the magnitude of the force per width in each material. For 6 nm of MgO (material 1) and 2 nm of FeO (material 2), $f=0.0238$, $k_1=2009$ N/m and $k_2=418$ N/m. The strains are 0.0041 and $-0.0197$, and $F=8.2$ N/m.

### Any number of layers

Choose a reference lattice and let $m_i$ be the strain that would bring it to the relaxed lattice of layer $i$. In a flat, coherent membrane all layers share one in-plane strain $e$ from that reference, so $\varepsilon_i=e-m_i$ to first order. The force across a cut vanishes:

$$\sum_ik_i(e-m_i)=0,\qquad\text{so}\qquad e=\frac1K\sum_jk_jm_j .$$

The strain of each layer is then

$$\varepsilon_i=\frac1K\sum_jk_jm_j-m_i=\frac1K\sum_jk_j(m_j-m_i),$$

where the last form uses $\sum_jk_j=K$. A layer is strained by its distance from the weighted mean, and the choice of reference drops out because differences of $m$ alone remain. The order of the layers does not enter, provided the membrane is flat.

If the $m_i$ take two values, 0 and $f$, the sum returns the two-material result, with $k_1$ and $k_2$ the totals for the two groups. This covers a superlattice of two materials with any number of periods.

With three different values the inverse rule fails. Take three layers of equal $k$ with free strains 0, 0.01 and 0.02. The mean is 0.01, and the strains are $0.01$, $0$ and $-0.01$. An inverse rule would give three equal magnitudes. The middle layer is unstrained because its own lattice parameter is the mean, and it would remain so if its $k$ were changed.

The general law was also tested on three layers with different elastic constants, thicknesses of 2, 3 and 5 nm, and free strains 0, 0.01 and 0.025. Numerical minimization over the in-plane and normal strains gave the strains of the formula to rounding.

In a flat, coherent membrane without load, two materials share the misfit in inverse proportion to biaxial modulus times thickness, and with more materials each layer is strained by its distance from the weighted mean. It remains to see what keeps a membrane flat, how a released bilayer bends, and how free edges, surface stress, other neglected effects and dislocations limit the rule.

All numerical values are calculated from the stated model.
